# Why IGBT current drops abruptly and then tails at turn-off

An insulated-gate bipolar transistor (IGBT) is carrying its load current when the gate is driven low. The voltage across the device has risen to the supply value and is held there. As the MOS channel closes, the current falls steeply, but not to zero: a substantial part remains and takes microseconds to die away. During this tail the full supply voltage is across the device, so every unit of charge it delivers costs energy. Closing the channel stops one of the two carrier supplies. The other carrier is still fed by a plasma that the gate cannot reach.

## The plasma and its two ends

Take an n-channel silicon device in one dimension. The junction with the p+ collector is at $x=0$. The lightly doped n base contains a neutral plasma of electrons and holes up to $x=W$, where the depletion layer begins. That layer supports the voltage and sweeps out any hole that reaches it, so the plasma density $p$ vanishes at $W$. Positive current flows along $+x$. Electrons from the channel cross the depletion layer and enter the plasma at $W$, moving towards the collector.

The injected density far exceeds the doping, so electron and hole densities are both $p$. Mobilities $\mu_n,\mu_p$, temperature and lifetime $\tau$ are constant. The voltage is fixed and, at first, so is $W$. The algebra uses atomic units, with elementary charge 1 and $D_{n,p}=\mu_{n,p}T$, where $T$ is the thermal energy. For current densities in engineering units, the charge $e$ is restored.

With electric field $E$ and a prime for $d/dx$, the two currents are

$$J_n=\mu_n pE+D_np',\qquad J_p=\mu_p pE-D_pp'.$$

Their sum $J$ gives

$$pE=\frac{J-(D_n-D_p)p'}{\mu_n+\mu_p}.$$

Insert this into $J_n$ and write $b=\mu_n/\mu_p=D_n/D_p$. The coefficient of $p'$ becomes

$$D_n-\frac{D_n(D_n-D_p)}{D_n+D_p}=\frac{2D_nD_p}{D_n+D_p}\equiv D.$$

Therefore

$$J_n=\frac{b}{1+b}J+Dp',\qquad J_p=\frac{1}{1+b}J-Dp'. \tag{1}$$

Electrons carry charge $-1$, so their conservation reads $\partial_t p=J_n'-p/\tau$. In a neutral region $J$ does not depend on $x$, which leaves

$$\partial_t p=Dp''-\frac{p}{\tau}. \tag{2}$$

The total current has disappeared from this equation. A sudden change in $J$ cannot change the density profile suddenly.

## The abrupt drop

Let $J_{ch}$ be the electron current supplied by the channel, so that $J_n(W)=J_{ch}$. Solving the first part of (1) for $J$ at the depletion edge gives

$$J=\left(1+\frac1b\right)J_{ch}-\left(1+\frac1b\right)Dp'(W).$$

Since $(1+1/b)D=\dfrac{D_n+D_p}{D_n}\dfrac{2D_nD_p}{D_n+D_p}=2D_p$, this is

$$J=\left(1+\frac1b\right)J_{ch}-2D_pp'(W). \tag{3}$$

The density falls towards $W$, so $p'(W)<0$ and both terms are positive. When the channel closes, the first term goes to zero while the slope stays where it was:

$$\Delta J=\left(1+\frac1b\right)J_{ch},\qquad J_{left}=2D_p|p'(W)|. \tag{4}$$

The drop is larger than the lost electron current. At the edge $pE=(J_{ch}-D_np')/\mu_n$, so removing $J_{ch}$ also lowers the field term. The hole drift current $\mu_p pE$ then falls by $J_{ch}/b$, which is the extra part. The factor $1+1/b$ would be 2 for equal mobilities and tends to 1 when electrons are much more mobile than holes.

Some field remains after closure. It balances electron diffusion, so that no net electron current crosses the edge. The same field drives holes outwards with a drift current equal to their diffusion current, hence the factor 2 in $2D_p$.

## Size of the drop

The plasma profile before closure fixes the slope. Suppose that the supply voltage has been across the device, with the channel open, long enough for the plasma to become steady. This steady state is what "on-state profile" means here. A voltage that rises too quickly for this leaves a different edge slope, as the section on early channel closure shows. In steady state (2) gives $p''=p/L^2$ with $L^2=D\tau$, and with $p(W)=0$

$$p=P_0\frac{\sinh[(W-x)/L]}{\sinh(W/L)}.$$

Its end slopes are $p'(0)=-(P_0/L)\coth(W/L)$ and $p'(W)=-P_0/[L\sinh(W/L)]$. At the collector some electrons leave the base and recombine in the p+ layer. This loss is modelled as $J_n(0)=hP_0^2$. Applying (1) at each end gives

$$\frac{b}{1+b}J=hP_0^2+\frac{DP_0}{L}\coth\frac WL,\qquad J_{ch}=\frac{b}{1+b}J-\frac{DP_0}{L\sinh(W/L)}. \tag{5}$$

The example has rough parameters of a 1200 V class silicon device: a 200 µm base doped to $10^{14}$ cm$^{-3}$, a 600 V clamp, 50 A/cm², $\tau=5$ µs, $h=10^{-14}$ cm⁴/s and $b=3.11$. The depletion layer occupies 88.1 µm, leaving $W=111.9$ µm. With $L=93.8$ µm, the first part of (5) gives $P_0=7.78\times10^{16}$ cm$^{-3}$.

Here $bJ/(1+b)=37.8$ A/cm² and the diffusion term at $W$ is 15.6 A/cm², so $J_{ch}=22.2$ A/cm². Equation (4) then gives

$$\Delta J=1.321\times22.2=29.3\ \text{A/cm}^2,\qquad J_{left}=50-29.3=20.7\ \text{A/cm}^2.$$

Of the drop, 22.2 A/cm² is channel electron current and 7.1 A/cm² is lost hole drift. About 41% of the original current remains. A numerical solution with the channel current ramped to zero over 20 ns, the plasma free to move and $W$ fixed, gives the same drop to the digits shown.

## Why the rest cannot stop with the channel

Let $Q=\int_0^W p\,dx$ be the stored electron charge per area, equal in size to the hole charge. Integrating electron conservation across the plasma gives

$$\frac{dQ}{dt}=J_n(W)-J_n(0)-\frac Q\tau=J_{ch}-hp(0)^2-\frac Q\tau. \tag{6}$$

With $J_{ch}=0$, two losses remain: recombination in the base and electron flow into the p+ collector. Electrons cannot leave through the depletion layer, because its field pushes them back. Holes do leave there, but neutrality requires a hole for every trapped electron, so the collector injects replacements. The tail is this continuing flow of holes, and the trapped electrons determine how long it lasts.

The tail can therefore deliver more charge than was stored. In the example it delivers 93.2 µC/cm², or 1.50 times the plasma charge present when the channel has closed. Of the stored electrons, 79% recombine in the base and 21% enter the collector.

## Shape of the tail

The current first stays almost level: 20.7 A/cm² at 0.1 µs after closure and 20.3 A/cm² at 0.5 µs. The on-state profile is a steady solution of (2), so inside the base nothing initially changes. The change begins at the collector. There (1) requires $Dp'(0)=hp(0)^2-bJ/(1+b)$, and the lower $J$ makes the slope less steep. The current at $W$ responds after this disturbance has diffused across the plasma.

To find the later shape, first set $h=0$. With no electron current at either end, (1) requires $p'(0)=p'(W)$. A triangular profile satisfies this condition and also (2), because its second derivative is zero:

$$p=P(t)\left(1-\frac xW\right),\qquad P(t)\propto e^{-t/\tau}.$$

Its charge is $Q=PW/2$, and (4) gives

$$J=\frac{2D_pP}{W}=\frac{4D_pQ}{W^2}. \tag{7}$$

With $y=W-x$, departures from the triangle are sums of two kinds of solution of (2) that vanish at $W$:

$$e^{-t/\tau}e^{-k^2Dt}\sin ky,\qquad e^{-t/\tau}e^{-k^2Dt}\,(y\cos ky-2kDt\sin ky).$$

For both kinds, equal end slopes at all times require $\cos kW=1$, so the smallest non-zero value is $k=2\pi/W$. The second kind is needed because the allowed sines all vanish at $x=0$ and cannot describe every profile. Apart from the factor $t$ in the second kind, the slowest departure decays relative to the overall decay with the time constant $W^2/(4\pi^2D)=0.18$ µs. The triangle is thus established well before the charge is gone.

Equation (7) also accounts for the delivered charge. Base recombination consumes a fraction $f$ of the initial charge $Q_0$, so $\int Q\,dt=f\tau Q_0$, and

$$\frac{\int J\,dt}{Q_0}\approx\frac{4D_p\tau}{W^2}f=1.86\times0.79=1.47.$$

The full solution gives 1.50; the estimate treats the profile as triangular throughout. If $4D_p\tau f<W^2$, the same estimate gives a tail that delivers less than the stored charge.

Now restore the collector loss but keep the nearly triangular shape. Then $p(0)=JW/(2D_p)$ and $Q=JW^2/(4D_p)$. Substitution into (6) and multiplication by $4D_p/W^2$ give

$$\frac{dJ}{dt}=-\frac J\tau-\frac{h}{D_p}J^2.$$

For $u=1/J$ this becomes the linear equation $du/dt=u/\tau+h/D_p$. Starting from $J_1$ at time $t_1$, its solution is

$$J=\frac{J_1e^{-s}}{1+a(1-e^{-s})},\qquad s=\frac{t-t_1}{\tau},\qquad a=\frac{h\tau J_1}{D_p}. \tag{8}$$

In engineering units the denominator of $a$ is $eD_p$. Starting at 1 µs with $J_1=18.0$ A/cm² gives $a=0.484$. At 10 µs, $s=1.8$ and

$$J=\frac{18.0\times0.165}{1+0.484\times0.835}=2.1\ \text{A/cm}^2,$$

which before rounding is 1.4% above the full solution.

After the level stretch, the tail at first falls faster than $e^{-t/\tau}$. The collector loss adds to recombination and, growing as $p(0)^2$, matters most while the density is high. Between 1 and 2 µs the current falls from 18.0 to 13.6 A/cm², an apparent time constant of 3.6 µs. Between 10 and 20 µs it is 4.9 µs, close to the lifetime. In this model a lifetime read from the first part of this fall is too short.

A separate calculation kept the initial plasma fixed and halved the lifetime from the start of channel closure. The current just after closure was 20.6 A/cm², almost unchanged, but at 5 µs it was 2.5 instead of 6.4 A/cm². The drop follows the channel, and the tail follows the loss of plasma.

## When the fast fall is not channel current

The identification in (4) needs a channel that still conducts when the voltage reaches its clamp. With an inductive load and a fast gate, the channel may close earlier. The load then keeps its current flowing by widening the depletion layer into the plasma.

Suppose the edge moves towards the collector at speed $v$. It releases electrons from newly depleted material of doping $N_D$, so $N_Dv$ takes the place of $J_{ch}$ in (3):

$$J=\left(1+\frac1b\right)N_Dv-2D_pp'(W).$$

The density remains zero at the moving edge, so $\partial_tp-vp'=0$ there. Equation (2) then gives $p''(W)=vp'(W)/D$. This is negative: the advancing edge has steepened the profile in front of it.

When the clamp stops the edge, the steepening relaxes. Let $s=W-x$ now be the distance from the edge and $g$ the size of the edge slope. The profile begins as $gs-(gv/2D)s^2$. The linear part does not change under diffusion. The quadratic part, diffusing with zero density at $s=0$, has edge slope

$$\frac{gv}{2D}\int_0^\infty\frac{s^3e^{-s^2/4Dt}}{2\sqrt\pi(Dt)^{3/2}}ds=\frac{gv}{2D}\,4\sqrt{\frac{Dt}{\pi}}=2gv\sqrt{\frac{t}{\pi D}}.$$

The current therefore begins to fall by the fraction $2v\sqrt{t/(\pi D)}$.

In the example, the channel was closed while plasma filled the whole base, and 50 A/cm² was maintained. The edge reached its clamp position after 0.73 µs, moving at $4.8\times10^3$ cm/s. Loss of the $N_Dv$ term lowers the current by only 0.1 A/cm². The short-time formula then predicts an 18% fall in 20 ns; the numerical current goes from 49.9 to 42.0 A/cm², or 16%. It is 35.2 A/cm² at 100 ns and 27.1 A/cm² at 500 ns. This fall contains no channel current.

These values neglect the charge of the holes crossing the depletion layer and hold the edge still once the clamp is reached. With the hole charge included, a narrower layer supports 600 V, and the clamp is reached sooner, after roughly 0.5 µs. In a device, the falling hole current removes positive charge from the depletion layer, which must widen to support the same voltage. For holes crossing at $10^7$ cm/s, a fall of 8 A/cm² widens it by about 1.5 µm. The edge therefore keeps advancing after the clamp is reached, which maintains the steep slope for longer. The early fall is therefore slower than calculated here. A waveform alone is thus weak evidence for the size of $J_{ch}$. Even if the gate was above threshold at the clamp, the relaxing edge adds to the fall unless the voltage rose slowly enough for the plasma to stay close to its steady state.

## Comparison with real devices

The voltage class, base width and doping are representative of a silicon device without a field-stop layer. The 20 ns channel closure is fast. A slower one spreads the same drop over its own duration, provided it ends before the plasma slope at $W$ changes, which with $W$ fixed takes a few tenths of a microsecond here.

The most restrictive assumption is the steady plasma at the clamp. Suppose instead that the voltage rises linearly while the channel conducts and the load holds 50 A/cm². For a rise lasting 10 µs, the channel supplies 20 to 22 A/cm² when the clamp is reached, close to the steady value. For 3 µs it supplies 15 to 18 A/cm², and for 1 µs no more than about 10 A/cm², because the steepened plasma edge then carries most of the current as holes. The upper figures include the charge of the carriers crossing the depletion layer, which shortens the distance the edge has to move. The split in the example therefore applies to slow voltage rises, of about 10 µs here. Hard switching of an inductive load usually raises the voltage in about a microsecond or less and lies outside this range. In faster switching, much of the early fall is relaxation of the plasma edge.

Constant mobility is a further simplification. At densities near $10^{17}$ cm$^{-3}$ electrons and holes scatter from each other, but in a simple friction model this mutual drag conserves their total momentum and drops out of (1). Scattering from the lattice and from impurities does not drop out. Halving both mobilities at the same 50 A/cm² lowers the remaining current from 20.7 to 10.6 A/cm². At 400 K, with mobilities reduced accordingly, the lifetime doubled and $h$ unchanged, it is 18.5 A/cm².

Carriers crossing the depletion layer also alter its charge. Their estimated effect is to narrow it from 86.6 to 82.9 µm as the channel closes. By (7), the wider plasma would lower the current by about 6% at fixed stored charge, once its profile has settled. The early effect of a fast closure is larger, because the plasma must first spread into the region the depletion layer gives up, which flattens its edge. With carriers crossing the layer at $10^7$ cm/s, a 20 ns closure leaves roughly 13 to 15 A/cm² at first, and the current recovers to about 18 A/cm² within 0.2 µs. The value of 20.7 A/cm² and the level start of the tail therefore belong to the model with a fixed edge. The peak field, 0.145 MV/cm, is below the rough breakdown value of 0.2 MV/cm. Impact ionisation is neglected, although before closure it could add several per cent to the electron current from the channel. Field-stop layers, lateral cell structure and trench gates are outside the model.

## What can be done

After the channel has closed, no gate quantity appears in (6). At constant voltage, a stronger gate drive can shorten the drop but cannot shorten the tail. With $W$ fixed, the tail costs $600\ \text{V}\times93.2\ \text{µC/cm}^2=56$ mJ/cm²; a moving edge lowers this by a few per cent. The 20 ns drop costs about $600\ \text{V}\times35\ \text{A/cm}^2\times20\ \text{ns}=0.4$ mJ/cm². Neither figure includes the loss during the voltage rise.

Speed also has a price in overvoltage. A fall of 29.3 A/cm² in 20 ns is 1.5 A/ns for each square centimetre of device, so each nanohenry of stray inductance adds about 1.5 V per square centimetre. The retreat of the depletion edge described above raises the average rate of fall by roughly a fifth to a quarter or slightly more, and the peak rate, which sets the largest overvoltage, by more. Slowing the channel closure reduces the overshoot at a modest cost in energy: with $W$ fixed, a 200 ns closure costs about 3 mJ/cm² more than a 20 ns one.

The tail itself must be reduced in the device. At fixed current and $W$, (5) shows that a shorter lifetime or a larger $h$ lowers $P_0$, and with it the stored charge and the current left after the drop. A shorter lifetime also speeds the later decay. The cost is on-state conduction: the plasma conductivity is $(\mu_n+\mu_p)p$, so less plasma means a larger resistive voltage across the base. The choice depends on how often the device switches and how long it conducts in each cycle. The numerical output gives the remaining values for this example.

## Values computed for the example and the checks

```
INPUTS (rough, 1200 V class silicon IGBT)
temperature 300 K; clamp 600 V
base 200 um; doping 1.0e+14 cm^-3
mobilities n, p: 1400, 450 cm2/Vs; b = 3.111
lifetime 5.0 us; collector loss h 1.0e-14 cm4/s
on-state current 50.0 A/cm2; channel ramp 20 ns
ON-STATE
D_n, D_p, ambipolar D: 36.19, 11.63, 17.61 cm2/s
depleted width 88.1 um; plasma width W 111.9 um
diffusion length 93.8 um
plasma density at collector P0 7.781e+16 cm^-3
stored charge 62.52 uC/cm2
channel electron current 22.20 A/cm2
hole current at edge, channel open 27.80 A/cm2
DROP
drop, formula 29.34; simulated 29.34 A/cm2
lost hole drift in the drop 7.14 A/cm2
current left, formula 20.66; simulated 20.66 A/cm2
current left / on-state current 0.413
TAIL (time from full channel closure)
t = 0.1 us: current 20.658 A/cm2
t = 0.3 us: current 20.621 A/cm2
t = 0.5 us: current 20.256 A/cm2
t = 1.0 us: current 18.048 A/cm2
t = 2.0 us: current 13.624 A/cm2
t = 5.0 us: current 6.370 A/cm2
t = 10.0 us: current 2.096 A/cm2
t = 20.0 us: current 0.269 A/cm2
largest tail current 20.66 A/cm2 at 0.04 us
redistribution time 0.180 us
tail-law parameter a 0.484
tail law at 5, 10 us: 6.402, 2.125 A/cm2
charge delivered by tail 93.17 uC/cm2
delivered / initially stored charge 1.495
electrons lost in base 0.789, in collector 0.211 of stored
tail energy 55.9 mJ/cm2
half lifetime: current at 0, 5 us 20.58, 2.51 A/cm2
CHANNEL CLOSED BEFORE VOLTAGE RISE
edge reaches clamp position after 0.728 us
edge speed just before stopping 4.83e+03 cm/s
current 0, 20 ns after stop 49.90, 42.02 A/cm2
current 100, 500 ns after stop 35.21, 27.08 A/cm2
NEGLECTED EFFECTS
depleted width with carriers: on 86.6, after drop 82.9 um
peak field 0.145 MV/cm; rough breakdown field 0.2 MV/cm
tunnelling exponent, rough 20 MV/cm scale: 138
Auger rate / recombination rate at P0 0.030
degeneracy: P0 / rough band density 2.8e19 cm^-3 = 2.8e-03
edge layer with p below doping 0.18 um
mobilities halved: current left 10.58 A/cm2
400 K, lifetime doubled: current left 18.54 A/cm2
adiabatic heating by tail 1.71 K
```
